The Landau-Khalatnikov Sound Attenuation Peak Below a Second-Order Ferroelectric Transition

**1. The decision that hangs on the result**

Suppose the attenuation of sound at a fixed frequency has been recorded while a ferroelectric crystal is warmed towards its transition, and the temperature of the peak is to be turned into a kinetic coefficient for a switching or domain calculation. A value of ωτ must be assigned to the peak, where ω is the angular frequency and τ the polarization relaxation time. The simple choice ωτ = 1 is the limit of weak coupling between strain and polarization. In the isothermal example below the peak lies at ωτ = 0.93, so setting it to 1 would make the inferred kinetic coefficient 8 % too large. (For adiabatic sound, treated in section 10, ignoring the thermal stiffening as well happens to offset this error in the example; that cancellation is accidental.) One must also decide which way to sweep: the attenuation coefficient has its peak as a function of temperature, not of frequency.

**2. Model and conventions**

SI units are used. Let ΔT = Tc − T > 0 be the distance below the transition, P the polarization along the single polar axis, and e = (e₁, e₂, e₃) the normal strains. The free energy per volume is

F = −½aΔT P² + ¼βP⁴ + ½ e·C·e − P² q·e.

Here C is the elastic stiffness matrix and q the electrostrictive vector. The coefficients a, β, C and q are taken as constant. This is mean-field theory close to Tc. The polarization is overdamped:

L dP/dt = −∂F/∂P = aΔT P − βP³ + 2P q·e.

The sound is a weak longitudinal plane wave exp[i(kx − ωt)] with ω real. A positive Im k is then the decay rate of the amplitude. The wave runs along direction 1, normal to the polar axis. It modulates e₁ alone, because displacements along x that depend only on x produce no other strain.

**3. State at rest**

Without sound the crystal is free of stress. The stress is ∂F/∂e = C·e − qP², so

e₀ = C⁻¹q P₀².

Setting ∂F/∂P = 0 and dividing by P₀ ≠ 0 gives

−aΔT + βP₀² − 2q·e₀ = 0.

Inserting e₀,

P₀² = aΔT/β_f, β_f = β − 2q·C⁻¹·q.

A second-order transition requires β_f > 0. All three strains take part in β_f, since all of them adjust as the crystal is slowly cooled.

**4. Critical slowing at fixed strain**

The curvature of F against P at fixed strain is

A = −aΔT + 3βP₀² − 2q·e₀.

The rest condition says that −aΔT − 2q·e₀ = −βP₀². Hence

A = 2βP₀².

A small deviation at fixed strain obeys L dδP/dt = −A δP and decays with

τ = L/A = L/(2βP₀²) = Lβ_f/(2βaΔT).

This time diverges as 1/ΔT. The restoring force weakens near Tc while the friction L stays finite. Two quartic coefficients appear: β_f fixes the size of P₀, and β fixes the restoring force, because τ is defined at fixed strain.

**5. Response of the polarization to sound**

Write P = P₀ + δP and e₁ = e₀₁ + δe, with both deviations proportional to exp(−iωt). To first order the relaxation equation becomes

−iωL δP = −A δP + 2q₁P₀ δe,

so that

δP = 2q₁P₀ δe/(A − iωL).

The stress along the wave changes by

δσ = C₁₁ δe − 2q₁P₀ δP = c(ω) δe,

c(ω) = C₁₁ − 4q₁²P₀²/(A − iωL).

Now divide numerator and denominator by A = 2βP₀² and use L/A = τ:

c(ω) = C₁₁ − (2q₁²/β)/(1 − iωτ).

The polarization has cancelled from the numerator. The coupling is proportional to P₀ and enters twice, while the compliance of the polarization is proportional to 1/P₀². In this model the total softening is therefore independent of temperature, and temperature acts through τ alone. Define

r = 1 − 2q₁²/(βC₁₁).

Slow sound meets the stiffness rC₁₁, fast sound C₁₁. Stability keeps r positive: q·C⁻¹·q is the maximum of 2q·e − e·C·e over all e, and the trial strain (q₁/C₁₁, 0, 0) shows that it is at least q₁²/C₁₁. Hence r ≥ β_f/β > 0.

Above Tc, P₀ = 0 and the linear coupling 2q₁P₀ vanishes, so this mechanism gives no linear attenuation there. Below Tc, reversing P₀ reverses δP but leaves δσ unchanged. Antiparallel domains thus respond alike, apart from their walls.

**6. Weak coupling: the peak at ωτ = 1**

Momentum balance for density ρ reads −ρω²u = ik δσ with δe = iku, where u is the displacement. Therefore

k² = ρω²/c(ω).

Let v = √(C₁₁/ρ) be the speed of fast sound and x = ωτ. From section 5,

c/C₁₁ = 1 − (1 − r)/(1 − ix) = (r − ix)/(1 − ix),

k = (ω/v)√w, w = (1 − ix)/(r − ix) = 1 + (1 − r)/(r − ix).

If 1 − r ≪ 1, r may be replaced by 1 in the last denominator, and √(1 + s) ≈ 1 + s/2. Since Im[1/(1 − ix)] = x/(1 + x²),

Im k ≈ (1 − r)/(2v) · ω²τ/(1 + ω²τ²).

At fixed ω this is a constant times x/(1 + x²), whose derivative is (1 − x²)/(1 + x²)². Since τ varies monotonically with temperature, there is one peak, at

ωτ = 1, with height Im k = ω(1 − r)/(4v).

Far below Tc the polarization follows the strain almost in phase and little energy is lost. Very close to Tc it hardly moves during a cycle. The loss is largest in between, where the lag is substantial and the motion is not yet suppressed.

**7. The peak at any coupling strength**

The maximum of Im √w can be found without expansion. Set x/r = tan(θ/2), with 0 < θ < π. Because 1/(1 − i tan h) = cos h · exp(ih) = ½[1 + exp(2ih)],

w = 1 + (1/r − 1)/(1 − ix/r) = m + R exp(iθ),

m = (1/r + 1)/2, R = (1/r − 1)/2.

As the temperature changes, w runs over a semicircle in the complex plane. Let φ be the phase of w. The derivative of √w with respect to θ is iR exp(iθ)/(2√w). Its imaginary part vanishes when cos(θ − φ/2) = 0, which in the allowed range means

θ = π/2 + φ/2.

Then cos θ = −sin(φ/2) and sin θ = cos(φ/2). The imaginary and real parts of w become

|w| sin φ = R cos(φ/2),
|w| cos φ = m − R sin(φ/2).

With sin φ = 2 sin(φ/2) cos(φ/2), the first gives 2|w| sin(φ/2) = R. With cos φ = 1 − 2 sin²(φ/2), the second becomes |w| − R sin(φ/2) = m − R sin(φ/2), so |w| = m. Hence

s ≡ sin(φ/2) = R/(2m) = (1 − r)/[2(1 + r)].

This is the single stationary point. It is a maximum, because Im √w is positive inside the range and zero at both ends. Its position follows from

(x/r)² = tan²(θ/2) = (1 − cos θ)/(1 + cos θ) = (1 + s)/(1 − s) = (3 + r)/(1 + 3r).

The peak therefore lies at

ωτ = x_m = r√[(3 + r)/(1 + 3r)],

and its height is (ω/v)√m · s, that is

Im k = (ω/v)(1 − r)/{2√[2r(1 + r)]}.

For small δ = 1 − r, the root is √[(4 − δ)/(4 − 3δ)] ≈ 1 + δ/4, so x_m ≈ (1 − δ)(1 + δ/4) ≈ 1 − ¾δ. Part of the shift depends on which time is used. If the stress along the wave is held constant instead of the strain e₁, the curvature is A − 4q₁²P₀²/C₁₁ = rA and the time is τ/r. In terms of that time the peak lies at √[(3 + r)/(1 + 3r)] ≈ 1 + δ/4, closer to 1.

Solving x_m = ωLβ_f/(2βaΔT) for the distance gives

ΔT_m = ωLβ_f/(2βa x_m).

Distance and height are both proportional to frequency.

A strongly coupled case separates the two criteria. The nonlinear equations for wave and polarization were stepped in time for a dimensionless material with r = 0.600, driven weakly at one end, and Im k was read from the spatial decay. At ωτ = 1.000, 0.850, 0.680, 0.544 and 0.425 it came out as 0.0779, 0.0816, 0.0836, 0.0816 and 0.0753. The largest value falls at the predicted x_m = 0.680, not at 1. The formula for k agrees within 0.15 % in Im k and 0.07 % in Re k, relative to the formula.

**8. The wings, and a sweep of frequency**

Close to Tc, x is large and w ≈ 1 + i(1 − r)/x, so

Im k ≈ (1 − r)/(2vτ).

This is proportional to ΔT and vanishes at Tc. Far below Tc, x is small. Then w ≈ 1/r + ix(1 − r)/r², and dividing the imaginary part by 2√(1/r) gives

Im k ≈ (1 − r)ω²τ/(2v r^(3/2)),

which falls as 1/ΔT.

At fixed temperature the behaviour is different. Use 2(Im √w)² = |w| − Re w, with t = x²:

|w| − Re w = {√[(1 + t)(r² + t)] − (r + t)}/(r² + t).

Multiply above and below by the sum of the root and r + t. The numerator becomes (1 + t)(r² + t) − (r + t)² = t(1 − r)². Since (Im k)² = (x Im √w)²/(vτ)²,

2(vτ Im k)² = (1 − r)² · [t/(r² + t)] · 1/{√[(1 + 1/t)(1 + r²/t)] + 1 + r/t}.

Both factors that contain t rise with t. At fixed temperature Im k therefore increases with frequency throughout and saturates at (1 − r)/(2vτ).

The loss per wavelength does have a peak in frequency. It is proportional to Im k/Re k = tan(φ/2), where φ is the difference between the phases of 1 − ix and r − ix:

tan φ = x(1 − r)/(r + x²).

This is largest at x = √r. Frequency sweeps of loss per wavelength and temperature sweeps of attenuation thus share the condition ωτ = 1 only in the weak-coupling limit.

**9. Worked example at 1 GHz**

The parameters are model inputs in the regime of triglycine sulfate: Tc = 322 K and a Curie constant of 3200 K, so a = 1/(3200 K × ε₀) = 3.53×10⁷ J m/(C² K), with ε₀ the vacuum permittivity. Further, β = 1.1×10¹² J m⁵/C⁴, L = 2×10⁻³ Ω m and ρ = 1700 kg/m³. The diagonal stiffnesses are 30 GPa, the off-diagonal ones 10 GPa, and q = (4, −3, 1)×10¹⁰ J m/C².

The strain per squared polarization is C⁻¹q = (1.8, −1.7, 0.3) m⁴/C², as multiplication by C confirms. Thus q·C⁻¹·q = (7.2 + 5.1 + 0.3)×10¹⁰ = 1.26×10¹¹ and

β_f = 1.1×10¹² − 2.52×10¹¹ = 8.48×10¹¹ J m⁵/C⁴,

1 − r = 2(4×10¹⁰)²/(1.1×10¹² × 3×10¹⁰) = 0.097.

The fast speed is √(3×10¹⁰/1700) ≈ 4200 m/s. The relaxation time is

τ = (2×10⁻³ × 8.48×10¹¹)/(2 × 1.1×10¹² × 3.53×10⁷ ΔT) = 21.8 ps K/ΔT.

With r = 0.903 the peak is at x_m = 0.926. For ω = 6.283×10⁹ rad/s,

ΔT_m = 6.283×10⁹ × 21.8×10⁻¹²/0.926 ≈ 0.148 K.

The condition ωτ = 1 would give 0.137 K. At the peak τ = 147 ps and P₀ = 0.25 μC/cm². The height is

Im k = (6.283×10⁹/4201) × 0.097/{2√[2 × 0.903 × 1.903]} ≈ 3.9×10⁴ m⁻¹.

The amplitude falls by a factor e in 26 μm, about six wavelengths of 4.1 μm. In decibels this is 3400 dB/cm; the weak-coupling height would be 3150 dB/cm. A path of 1 mm would cost 340 dB, so transmission through such a path is not a practical way to record this peak.

At half and at twice the peak distance the attenuation is the same to the printed digits, 2719 dB/cm. The weak-coupling law has this symmetry, because x/(1 + x²) is unchanged when x becomes 1/x. At finite coupling it is approximate: the wings of section 8, compared at equal factors from the peak, stand in the ratio √r(3 + r)/(1 + 3r), which differs from 1 by less than 10⁻⁴ here.

At 100 MHz the peak is 15 mK below Tc and 340 dB/cm high; at 10 MHz it is 1.5 mK below Tc and 34 dB/cm high. A temperature spread across the sample comparable with these distances would smear the peak.

**10. What moves the peak**

Direction of the wave. If the wave vector makes an angle ψ with the polar axis, δP carries bound charge. Write the field as −ikΦ, with Φ the potential, and let ε_b be the background permittivity without the critical polarization. Without free charge, Gauss's law reads ε_b k²Φ + ik cosψ δP = 0, where k is now the magnitude of the wave vector. The polar component of the field is −ik cosψ Φ, so

E_polar = −(cos²ψ/ε_b) δP.

This field adds cos²ψ/ε_b to A. With ε_b = 5ε₀, a wave tilted by only 1.4° out of the plane normal to the polar axis already has an added stiffness equal to A at the 1 GHz peak. For a 1° tilt, with q₁ unchanged, the peak moves to 0.169 K and drops to 2010 dB/cm. The outward shift follows from the weak-coupling loss, which is proportional to A/[(A + B)² + ω²L²] when B is the added stiffness. It is stationary at A² = B² + ω²L², a larger A than before. For a wave along the polar axis, with the same q₁ and temperature, the attenuation is about 0.002 dB/cm: the slowing has been removed.

Heat. At 1 GHz, with a heat capacity C_v of 2.5 MJ/(m³ K) and a conductivity of 0.6 W/(m K), the heat diffusion rate is 9×10⁻⁵ of ω. The sound is therefore adiabatic. Constant entropy requires C_v δT/T = aP₀ δP, and the warming adds aP₀ δT to the restoring force. So A grows by Ta²P₀²/C_v, here 7.3 %. The peak moves to 0.137 K and 3150 dB/cm. These values nearly coincide with the weak-coupling estimates, but they come from a different effect. Heating by strain itself is left out of these values. With a Grüneisen parameter Γ, defined by δT = −ΓT δe at constant entropy and fixed polarization, it changes the coupling 2q₁ by aTΓ, which is 14 % for Γ = 1. That would alter the peak height by almost 30 % but the peak distance by only 2 %.

Fluctuations. Averaging the cubic force over fluctuations adds 3β⟨δP²⟩ to the stiffness. With equipartition, the magnitude of its rate of change with A is

3βk_BTc ∫ d³κ/(2π)³ · 1/(A + gκ² + cos²ψ/ε_b)²,

where κ is the fluctuation wave vector and ψ its angle to the polar axis. With a gradient coefficient g = 2×10⁻⁹ J m³/C² and a cutoff of 5 nm⁻¹ this is 16 %. It is an estimate of size, not a correction to apply. It scales roughly as g^(−3/2), and g is a round choice: the value is 41 % for g = 1×10⁻⁹ and 6 % for g = 4×10⁻⁹ J m³/C², and it falls to about 10 % for a cutoff of 1 nm⁻¹. Below Tc fluctuations also shift P₀ and act through the cubic part of the energy around P₀. To lowest order these two further effects partly cancel in A at a given ΔT, but what remains can be comparable with the 16 %. Fluctuations also change the coupling to sound, and their effect on the peak height is not sized here. For the position, with a well-aligned wave and this value of g, fluctuations are the largest uncertainty among the intrinsic effects sized here.

Smaller terms. For a sixth-order energy γP⁶/6 with γ = 5×10¹⁴ J m⁹/C⁶, the curvature gains 5γP₀⁴ directly and loses γP₀⁴ through the rest condition; the sum, 4γP₀⁴, is 0.6 % of A at fixed P₀. At a given ΔT the term also lowers P₀, so that A changes by only 0.2 %; the distance and height of the peak each fall by less than 1 %. The gradient term at the sound wave vector is 0.04 % of A.

Amplitude. The linear theory needs |δP| ≪ P₀. From section 5, a 10 % swing is reached at the strain 0.1|A − iωL|/(2q₁), which is 2.3×10⁻⁵ at the peak.

**11. The model beside a real crystal**

The Curie constant and Tc are roughly those of triglycine sulfate, and the model polarization 25 K below Tc, 3.2 μC/cm², is close to the rough real value of 3 μC/cm². (The sixth-order term of section 10, negligible at the peak, would lower the model value there to 2.7 μC/cm².) The elastic, electrostrictive and kinetic coefficients are round choices, so the peak distance and height show the scale of the effect and do not predict a particular sample. The real crystal is monoclinic, and the shear strain in the plane normal to the polar axis, omitted here, can also couple to P² and mix into the wave. Domain walls, defects and background losses are absent from the model, and their effect has not been sized. Of the assumptions that were sized, the direction of the wave is the most delicate: at 1 GHz a 1° misalignment lowers the peak by about 40 % and moves it outward by 14 %. Lower frequencies are more demanding. Since A at the peak is proportional to frequency, the tilt at which the added stiffness equals A shrinks as the square root of frequency, from 1.4° at 1 GHz to 0.44° at 100 MHz and 0.14° at 10 MHz. Aim alone does not secure this. A beam of radius w along the polar axis contains plane waves spread over an angle of about 1/(kw), so w must be well above 1/(k × tilt), which is 0.03 mm, 0.8 mm and 27 mm at the three frequencies. Averaged over the angular spectrum of a perfectly aimed Gaussian beam, the peak drops by 35 % for w = 1 mm at 100 MHz and by about 85 % for w = 5 mm at 10 MHz. To extract L from a measured peak under these conditions, one should keep both the misalignment and the angular spread of the wave well within this angle, use the adiabatic curvature, divide 1 − r by the factor by which A has grown, and take x_m from section 7 with this r in place of 1. At 1 GHz the fluctuation estimate of section 10 then suggests a remaining uncertainty in L of order 15 to 20 % for the assumed gradient coefficient; a factor of two in g moves the estimate between about 6 % and 40 %. The estimate grows slowly at lower frequencies, where the peak lies closer to Tc: from 16 % at 1 GHz to 21 % at 100 MHz and 26 % at 10 MHz. The numerical output lists the attenuation at seven distances from Tc and the effects sized in section 10.

Calculated quantities

```
simulation test: r = 0.5996, peak omega tau = 0.6800
  largest error Re k 0.07 %, Im k 0.15 %
  omega tau 1.000: simulated Im k 0.07790, formula 0.07779 (dimensionless)
  omega tau 0.850: simulated Im k 0.08161, formula 0.08149 (dimensionless)
  omega tau 0.680: simulated Im k 0.08358, formula 0.08346 (dimensionless)
  omega tau 0.544: simulated Im k 0.08160, formula 0.08148 (dimensionless)
  omega tau 0.425: simulated Im k 0.07533, formula 0.07523 (dimensionless)
inputs: Tc 322 K, Curie constant 3200 K, a 3.5294e+07 J m/(C2 K)
  beta 1.10e+12 J m5/C4, L 2.0e-03 ohm m, rho 1700 kg/m3
  C11 30 GPa, C12 10 GPa (C13, C23 same)
  q1, q2, q3 = [ 4. -3.  1.] in 1e10 J m/C2
beta_f 8.4800e+11 J m5/C4, r 0.90303, 1-r 0.09697
sound speed fast 4200.8 m/s, slow limit 3992.0 m/s
P0 at 25 K below Tc 3.23 uC/cm2
tau times distance 21.84 ps K
peak at 1 GHz:
  omega 6.2832e+09 rad/s, omega tau 0.9263
  distance below Tc 148.15 mK; from omega tau = 1: 137.24 mK
  tau 147.4 ps, P0 0.2483 uC/cm2, A 1.357e+07 J m/C2
  attenuation 3397.6 dB/cm; weak-coupling height 3149.4 dB/cm
  amplitude decay length 25.56 um, wavelength 4.094 um
profile at 1 GHz: distance (mK), omega tau, attenuation (dB/cm), speed (m/s)
      14.82   9.2634     673.2    4198.7
      37.04   3.7054    1599.7    4187.9
      74.08   1.8527    2718.7    4157.3
     148.15   0.9263    3397.6    4093.7
     296.31   0.4632    2718.7    4032.1
     592.61   0.2316    1599.7    4003.7
    1481.54   0.0926     673.2    3993.9
peaks: frequency (MHz), distance (mK), attenuation (dB/cm)
     10     1.482     33.98
    100    14.815    339.76
   1000   148.154   3397.62
neglected effects at the 1 GHz peak:
  inputs: heat capacity 2.5 MJ/(m3 K), conductivity 0.6 W/(m K)
  background permittivity 5, gradient coefficient 2e-09 J m3/C2
  sixth-order coefficient 5e+14 J m9/C6, cutoff 5 per nm
  heat diffusion k^2 D_th/omega 9.00e-05
  adiabatic stiffening of A 7.29 %
  adiabatic peak: 137.34 mK below Tc, 3149.8 dB/cm
  tilt at which depolarizing stiffness equals A 1.40 degrees
  peak for 1 degree tilt: 168.90 mK, 2013.5 dB/cm
  wave along polar axis, same q1 and temperature 0.0021 dB/cm
  one-loop fluctuation change of stiffness 15.7 %
  sixth-order share of A 0.56 %, gradient share 0.035 %
  strain amplitude for 10 % swing of P 2.31e-05
```
